\section*{Threshold Voltage and Snapback in a Two-Layer Hot-Carrier Hopping Model}

\section{What dimensions and symmetry fix}

An amorphous layer of thickness $L$ carries a steady electron current density $J$. Carriers of density $N$ hop a distance $\Delta z$ over a barrier $E_a$, with attempt time $\tau_0$, and lose excess energy to the lattice in a time $\tau$. Next to the cathode lies a cold layer of length $u$. We seek the voltage $V(J)$.

If the hopping rate and the energy loss per carrier do not depend on $N$ at given field and carrier energy, $N$ and $J$ can enter only through the drift velocity $J/(qN)$. The natural unit of velocity is $\Delta z/\tau_0$ and that of voltage is $kT/q$. Hence
\begin{equation}
V=\frac{kT}{q}\,\Phi\!\left(\frac{J\tau_0}{qN\Delta z},\frac{E_a}{kT},\frac{\tau}{\tau_0},\frac{L}{\Delta z},\frac{u}{\Delta z}\right).
\label{dim}
\end{equation}
At a maximum of $V$ over $J$ the first argument takes a value set by the others. The threshold voltage is therefore independent of $N$, and the threshold current density is proportional to $N$, with all other parameters fixed. This would fail if space charge mattered, because Poisson's equation contains $N$ without $J$.

Reversing the field in a uniform layer reverses the current, so the local law $J(F)$ must be odd. What remains is to find $\Phi$.

\section{Assumptions and the hopping law}

Ielmini's hot-carrier picture is used here in a two-layer form. The field magnitude $F$, the current density $J$ and the charge $q$ are positive. The lattice temperature $T$ and the density $N$ are uniform and fixed, the current is uniform over the area, and the layer boundary is sharp. In the cold layer carriers are in equilibrium with the lattice. In the hot layer their mean energy is higher by $\delta$, and they are assumed to share energy so quickly that every carrier hops with this mean gain. The length $u$ is an input. One hop is a reasonable choice, because a carrier gains no energy from the field before it has hopped.

The barrier top lies midway between two sites, so the field lowers it by $qF\Delta z/2$ for a forward hop and raises it by the same amount for a backward hop. The energy $\delta$ lowers both barriers. The net current density is
\begin{align}
J&=\frac{qN\Delta z}{\tau_0}\left[e^{-(E_a-\delta-qF\Delta z/2)/kT}-e^{-(E_a-\delta+qF\Delta z/2)/kT}\right]\nonumber\\
&=J_0\,e^{\delta/kT}\sinh\frac{F}{F_0},
\label{hop}
\end{align}
\begin{equation}
J_0=\frac{2qN\Delta z}{\tau_0}e^{-E_a/kT},\qquad F_0=\frac{2kT}{q\Delta z}.
\label{scales}
\end{equation}
The law is odd in $F$, as required. It holds while the forward barrier is positive.

\section{Fields in the two layers}

In a steady state without lateral flow, continuity makes $J$ the same in both layers. Let $i=J/J_0$. With $\delta=0$, equation (\ref{hop}) gives the cold field
\begin{equation}
F_{\rm off}=F_0\,\mathrm{asinh}\,i .
\label{off}
\end{equation}

In the hot layer the field supplies power $JF_{\rm on}$ per volume and the carriers lose $N\delta/\tau$. With $y=\delta/kT$ and $x=F_{\rm on}/F_0$, the balance $JF_{\rm on}=N\delta/\tau$ becomes
\begin{equation}
y=\frac{J_0F_0\tau}{NkT}\,i\,x=a\,i\,x .
\label{balance}
\end{equation}
Inserting (\ref{scales}) cancels $N$, $q$ and $\Delta z$:
\begin{equation}
a=\frac{\tau}{NkT}\,\frac{2qN\Delta z}{\tau_0}e^{-E_a/kT}\,\frac{2kT}{q\Delta z}
=4\,\frac{\tau}{\tau_0}\,e^{-E_a/kT}.
\label{a}
\end{equation}
The hopping law reads $i=e^y\sinh x$. Its logarithm, with (\ref{balance}), is
\begin{equation}
\ln i=a\,i\,x+\ln\sinh x .
\label{on}
\end{equation}
At fixed $i$ the right side rises steadily from $-\infty$ to $+\infty$ as $x$ goes from $0$ to $\infty$, so each current has one hot field. The state is also stable at fixed current. In $N\,d\delta/dt=JF-N\delta/\tau$ the field is $F=F_0\,\mathrm{asinh}(ie^{-y})$, which falls as $y$ rises; an excess of $\delta$ therefore makes the right side negative and decays.

At fixed field the situation differs. Substituting $i=e^y\sinh x$ into (\ref{balance}) gives
\begin{equation}
y\,e^{-y}=a\,x\sinh x,\qquad y=-W(-a\,x\sinh x),
\label{lambert}
\end{equation}
where $W$ is the Lambert function, defined by $We^W=s$ for argument $s$. The left side has its maximum $1/e$ at $y=1$. Below the corresponding field there are two states, $y<1$ from branch $W_0$ and $y>1$ from branch $W_{-1}$. Above it there is no steady state.

\section{Device voltage and snapback}

The voltage drops add:
\begin{equation}
V(J)=F_0\left[u\,\mathrm{asinh}\,i+(L-u)\,x(i)\right],
\label{V}
\end{equation}
with $x(i)$ from (\ref{on}). For $i\ll1$ heating is negligible if $a$ is small, $x\simeq i$, and the device is ohmic with $V\simeq F_0Li$. For $a\to0$ at fixed $i$ both fields equal $F_0\,\mathrm{asinh}\,i$ and $V$ rises with $J$. Without carrier heating there is no snapback.

To find the slope, let $s=\ln i$, so that $di/ds=i$. Differentiating (\ref{on}) gives
\begin{equation}
1=a\,i\,x+(a\,i+\coth x)\frac{dx}{ds}
\quad\Rightarrow\quad
\frac{dx}{ds}=\frac{1-y}{a\,i+\coth x}.
\label{dx}
\end{equation}
The hot field therefore peaks at $\delta=kT$, whatever the material parameters in this model. The energy gain itself never turns back. From $\ln y=\ln a+s+\ln x$,
\begin{equation}
\frac{d\ln y}{ds}=1+\frac{1-y}{y+x\coth x}=\frac{1+x\coth x}{y+x\coth x}>0,
\label{dy}
\end{equation}
so $y$ labels the points of the curve in order of rising current.

Since $d(\mathrm{asinh}\,i)/ds=i/\sqrt{1+i^2}$,
\begin{equation}
\frac{dV}{d\ln J}=F_0\left[\frac{u\,i}{\sqrt{1+i^2}}+(L-u)\frac{1-y}{a\,i+\coth x}\right].
\label{slope}
\end{equation}
The first term is positive: the cold layer needs more field to carry more current. The second is negative once $y>1$. The slope is negative where
\begin{equation}
g\equiv\sqrt{1+\frac1{i^2}}\;\frac{y-1}{a\,i+\coth x}>\frac{u}{L-u}.
\label{g}
\end{equation}
Along the curve $g$ depends on $a$ alone. It vanishes at $y=1$. For large $y$, equation (\ref{lambert}) makes $x$ small, so $\coth x\simeq1/x$, $ai=y/x$ and $g\simeq x(y-1)/(y+1)\to0$. Hence $g$ has a maximum $g_m$ in between, and snapback occurs if and only if
\begin{equation}
\frac uL<\frac{g_m}{1+g_m}.
\label{crit}
\end{equation}
If $g$ has a single maximum, the curve has one threshold point $(J_{\rm th},V_{\rm th})$ and one holding point $(J_{\rm h},V_{\rm h})$, both at $g=u/(L-u)$. With $u=0$ the voltage falls for all $y>1$ and there is no holding point. It is the cold layer that ends the fall.

\section{Two closed estimates}

\subsection{Threshold for a thin cold layer}

Let $x_1$, $i_1$ be the values at $y=1$, where $x_1\sinh x_1=1/(ea)$. For $x_1\gg1$ we have $\sinh x_1\simeq e^{x_1}/2$, hence $x_1e^{x_1}\simeq2/(ea)$ and
\begin{equation}
x_1\simeq x_*=W_0\!\left(\frac{2}{ea}\right).
\label{xstar}
\end{equation}
Let $\sigma=\ln(i/i_1)$ and $D=ai_1+\coth x_1\simeq1+1/x_*$, using $ai_1x_1=1$. At $y=1$, (\ref{dy}) gives $dy/ds=1$, so (\ref{dx}) gives $d^2x/ds^2=-1/D$ and $x\simeq x_1-\sigma^2/(2D)$. In the cold layer $\mathrm{asinh}\,i\simeq\ln(2i_1)+\sigma$. Thus
\begin{equation}
\frac{V}{F_0}\simeq u[\ln(2i_1)+\sigma]+(L-u)\left[x_1-\frac{\sigma^2}{2D}\right].
\end{equation}
The maximum is at $\sigma=uD/(L-u)$. Since $\ln i_1=1+\ln\sinh x_1$, we also have $\ln(2i_1)\simeq1+x_1$, and
\begin{equation}
V_{\rm th}\simeq\frac{2kT}{q\Delta z}\left[Lx_*+u+\frac{u^2(1+1/x_*)}{2(L-u)}\right].
\label{vth}
\end{equation}
This requires $x_*\gg1$ and small $\sigma$. The sensitivity to $a$ follows from $dx_*/d\ln a=-x_*/(1+x_*)$.

\subsection{Holding point for a strongly heated layer}

For small $x$ and large $i$, the large-$y$ form of $g$ and equation (\ref{lambert}) give
\begin{equation}
x_{\rm h}\simeq\frac{u}{L-u}\,\frac{y_{\rm h}+1}{y_{\rm h}-1},\qquad
y_{\rm h}\simeq\ln\frac{y_{\rm h}}{a\,x_{\rm h}^2},
\label{hold}
\end{equation}
which converge in a few substitutions when $y_{\rm h}\gg1$. Then $i_{\rm h}=y_{\rm h}/(ax_{\rm h})$, and (\ref{V}) gives $V_{\rm h}$.

\section{Evaluating the curve}

For a given current, solve
\begin{equation}
a\,i\,\mathrm{asinh}(i\,e^{-y})-y=0
\end{equation}
for $y$. The left side decreases with $y$, and the root lies between $0$ and $a\,i\,\mathrm{asinh}\,i$, so a bracketing method is safe. Then $x=\mathrm{asinh}(ie^{-y})$.

To trace the whole curve, choose $y$, solve $x\sinh x=ye^{-y}/a$ for its one positive root, and set $i=y/(ax)$. This passes through both turning points without a change of branch. The turning points are the roots of (\ref{slope}) on either side of the maximum of $g$.

\section{Worked example}

The parameters are rough values in the regime of an amorphous Ge--Sb--Te phase-change cell: $L=20$ nm, $u=\Delta z=5$ nm, $E_a=0.35$ eV, $N=10^{19}$ cm$^{-3}$, $\tau_0=0.1$ ps, $\tau=10$ ps and $T=300$ K. Such material usually conducts by holes, for which cathode and anode change places. Since $N\Delta z^3=1.25$, the carriers are not dilute; the hopping law assumes that each still finds an empty site. With these values $kT=25.85$ meV, $E_a/kT=13.54$ and
\begin{equation}
a=4\times100\times e^{-13.539}=5.28\times10^{-4}.
\end{equation}
The scales are $F_0=0.1034$ MV/cm, or $0.01034$ V/nm, and $J_0=21.1$ A/cm$^2$. Solving for $y$ at chosen currents gives:
\begin{center}
\begin{tabular}{ccccc}
$J/J_0$ & $F_{\rm off}$ & $F_{\rm on}$ & $\delta/kT$ & $V$\\
 & (MV/cm) & (MV/cm) & & (V)\\
$10$ & 0.310 & 0.308 & 0.016 & 0.618\\
$10^2$ & 0.548 & 0.520 & 0.266 & 1.055\\
$10^3$ & 0.786 & 0.515 & 2.63 & 1.165\\
$10^4$ & 1.024 & 0.164 & 8.36 & 0.758\\
$10^5$ & 1.262 & 0.025 & 12.9 & 0.669
\end{tabular}
\end{center}

\paragraph{Threshold.} A numerical maximization of $V$ gives $i=491.8$, or $J_{\rm th}=1.04\times10^4$ A/cm$^2$, with $x=0.5658/0.1034=5.47$. The energy gain is $y=5.276\times10^{-4}\times491.8\times5.47=1.42$. The threshold condition is met, since
\begin{equation}
\frac{1.42-1}{0.259+1.000}=0.333=\frac{5}{15}.
\end{equation}
The cold layer drops $0.356$ V and the hot layer $0.849$ V, so $V_{\rm th}=1.205$ V. The estimate (\ref{vth}), with $x_*=5.530$, gives
\begin{equation}
0.01034\,(110.6+5+0.98)\ \text{V}=1.21\ \text{V}.
\end{equation}

\paragraph{Holding point.} The minimum is at $J_{\rm h}=1.20\times10^6$ A/cm$^2$ with $\delta=11.8\,kT$. The cold layer now drops $0.602$ V and the hot layer $0.062$ V, so $V_{\rm h}=0.663$ V and the snapback is $0.54$ V. The iteration (\ref{hold}) settles at $x_{\rm h}\simeq0.395$, $y_{\rm h}\simeq11.9$ and also gives $0.66$ V.

\paragraph{Critical length.} A scan over $1<y<30$ shows a single maximum, $g_m=1.676$ at $y=5.35$. The critical ratio is $1.676/2.676=0.626$. With $L=20$ nm, snapback disappears for $u$ above $12.5$ nm. With $u$ held at $5$ nm, it disappears for $L$ below $5/0.626=8.0$ nm.

\paragraph{End of hopping.} At holding, the forward barriers left are $49$ meV in the cold layer and $34$ meV in the hot one. They differ because backward hops matter in the weak hot field: equal net currents require a difference $-kT\ln(1-e^{-2x})=16$ meV at $x=0.396$. The hot forward barrier is still positive at $J=2.1\times10^6$ A/cm$^2$, but $\delta$ reaches $E_a$ at $3.0\times10^6$ A/cm$^2$. The model ends between these currents, so its rising on-branch is very short.

\section{Load line and filaments}

With a series resistance $R$ and device area $A$, the source voltage is $V(J)+RAJ$. It rises with $J$ everywhere, and the load line crosses the curve once, if $RA>\max(-dV/dJ)$. Evaluating (\ref{slope}) between the turning points gives a limit of $5.5\times10^{-6}\ \Omega\,$cm$^2$. For $A=1000$ nm$^2=10^{-11}$ cm$^2$ this is $0.55$ M$\Omega$. It is a static condition; parasitic capacitance is not included.

At $0.668$ V the curve has three currents: one on the initial rise, one on the fall, and one between the holding point and the last row of the table. Parallel columns with different $J$ can therefore share one voltage. If a fraction $f$ of the area carries $J_2$ and the rest $J_1$, the mean is $fJ_2+(1-f)J_1$. The equations allow such a filament but do not fix $f$, which needs lateral transport of charge and energy. A uniform calculation of the falling branch does not show that the current stays uniform.

\section{What the two-layer closure leaves out}

\paragraph{Energy carried by the current.} Let $z$ be the distance from the cathode. The carrier flux $J/q$ transports energy $\delta$, so $d(J\delta/q)/dz=JF-N\delta/\tau$, or
\begin{equation}
\frac{d\delta}{dz}=qF-\frac{\delta}{\Lambda},\qquad \Lambda=\frac{J\tau}{qN},\qquad \delta(0)=0 .
\label{cont}
\end{equation}
Numerical integration, with $F$ from (\ref{hop}), gives $V=\int_0^LF\,dz$. This voltage defines an equivalent cold length $u_{\rm eq}$ through $V=u_{\rm eq}F_{\rm off}+(L-u_{\rm eq})F_{\rm on}$. At $J_{\rm th}$ we find $\Lambda=0.65$ nm, $u_{\rm eq}=0.52$ nm and $V=1.14$ V. Both lengths are far below one hop, which a continuum equation cannot resolve. The continuous curve has its own maximum, $1.15$ V, about $5\%$ below the two-layer threshold.

At $J_{\rm h}$, however, $\Lambda=75$ nm exceeds the device thickness. Local balance in the hot layer is then not justified. The continuous equation gives $0.37$ V at this current, $44\%$ below the two-layer value.

\paragraph{Shared energy.} In the hot layer at threshold a carrier makes on average only $\Lambda/\Delta z=0.13$ net hops during $\tau$, but one hop yields $qF_{\rm on}\Delta z=0.283$ eV, or $10.9\,kT$. An unheated carrier in this field faces a forward barrier of $0.209$ eV. If it kept the whole gain for itself, it would hop again almost at once, and heating would run away at a lower field. The mean gain $\delta=1.42\,kT$ therefore stands for a fast exchange of energy among the carriers, which is assumed here and not derived.

\paragraph{Space charge.} The field falls away from the cathode, which requires a positive sheet charge $\epsilon(F_{\rm off}-F_{\rm on})$. If removing carriers exposes a fixed charge density of at most $qN$, the boundary is at least $\epsilon(F_{\rm off}-F_{\rm on})/(qN)$ wide. With a rough relative permittivity of $15$ this is $1.2$ nm at threshold and $9.6$ nm at holding. The second value rules out a sharp boundary in a $20$ nm device.

\paragraph{Lattice heating.} For steady conduction to two faces at ambient temperature, with a rough conductivity of $0.2$ W/(m\,K), the peak rise is $1.5$ K at threshold and $75$ K at holding. At an ambient of $358$ K, other parameters unchanged, $V_{\rm th}$ falls to $0.99$ V. The mean slope, $-3.6$ mV/K, makes self-heating at threshold worth only a few millivolts.

\paragraph{Barrier shape and tunnelling.} Take a parabolic barrier $E_a(1-4s^2/\Delta z^2)$, with $s$ measured from its centre, and a free-electron mass $m_e$. Tunnelling near the top multiplies the rate by $\theta/\sin\theta$, where $\theta=\hbar\omega/(2kT)$ and $\omega=\sqrt{8E_a/(m_e\Delta z^2)}$. This form needs $\theta<\pi$. The factor is $1.83$. Dividing $\tau_0$ by it lowers $V_{\rm th}$ to $1.10$ V, or by $9\%$. The shift depends strongly on the mass, since $\theta\propto m^{-1/2}$. Averaging the parabolic transmission $1/[1+e^{\pi(B-E)/(\theta kT)}]$ thermally over the finite forward barrier $B$ gives $1.10$ V again for $m_e$, but $0.98$ V for $0.5\,m_e$ and $0.82$ V for $0.3\,m_e$, where $\theta=3.26$ and the simple factor no longer applies. The rounded top acts the other way: adding $-qFs$ raises the maximum by $(qF\Delta z)^2/(16E_a)$, which is $23$ meV in the cold layer at threshold. Included in both layers, this rounding alone raises $V_{\rm th}$ to $1.35$ V, or by $12\%$. Together with tunnelling at the free-electron mass it gives $1.22$ V, so the two effects then nearly cancel.

\section{Use for real cells}

Amorphous Ge--Sb--Te cells a few tens of nanometres thick switch at roughly one volt, and the computed threshold lies in that range. This is weak evidence for the parameters, since $\tau$ and $\tau_0$ are poorly known. By (\ref{xstar}) and (\ref{vth}), a tenfold rise of $\tau/\tau_0$ lowers $V_{\rm th}$ by about
\begin{equation}
F_0L\,\frac{x_*}{1+x_*}\ln10=0.207\times0.847\times2.303\ \text{V}=0.40\ \text{V},
\end{equation}
with the other parameters fixed. Taken separately, energy transport lowers the threshold by $5\%$, barrier rounding raises it by $12\%$, and tunnelling lowers it by $9\%$ for a free-electron mass but by about a third for $0.3\,m_e$. The voltage shifts caused by space charge and by unequal carrier energies were not computed and need not be small. The threshold value therefore holds only under the assumed fast energy sharing and with these further shifts neglected.

The holding point is less secure. There the lattice is no longer isothermal, the layer boundary is not sharp, local balance fails, and the barriers are close to vanishing. The value $0.66$ V shows how a cold layer ends the snapback, but it should not be used as a design value. A device model that must describe the on-state needs equation (\ref{cont}) together with Poisson's equation, heat flow and conduction above the barriers.
